# Steepest deprotection per logarithmic dose: n/e and its limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: acid proportional to dose

### A slope read in the wrong place

A chemically amplified resist is exposed in large uniform fields, each with a different dose. After the bake, the fraction of acid-labile groups that are still protected is measured in each field. The slope of this curve against the logarithm of dose contains the catalytic order \(n\), the power of the acid concentration that sets the deprotection rate. To extract \(n\), one must know where to read the slope and which logarithm is meant.

Take a resist whose true order is 1.5. Where 70.2% of the groups remain protected, the magnitude of its slope per natural logarithm of dose is 0.372. Multiplying this number by \(e\) gives an apparent order of 1.01, and the resist seems to respond linearly to acid. If instead the steepest slope is read from a plot in decades of dose, it is 1.271, and the same multiplication gives 3.45. Both readings are wrong, although the data are perfect.

A second question concerns process changes. A hotter or longer bake lowers the dose that the resist needs, which can look like a way to make the curve steeper on a logarithmic dose axis. When acid is proportional to dose, it is not one. When that proportionality fails, as it does in the second half, it can be. The following calculation shows what sets the steepness, where the steepest point lies, and which assumptions fix the answer.

### Symbols and the simplest case

Let \(M\) be the protected fraction, equal to 1 before the bake. Let \(D\) be the exposure dose, in mJ/cm², and \(t\) the bake time. The acid concentration is measured relative to the initial concentration of photoacid generator, and this ratio is called \(h\). It is dimensionless.

The first assumption is that exposure makes acid in proportion to dose:

\[
h=CD .
\]

The constant \(C\) has the unit cm²/mJ. This form requires that only a small part of the generator is used up and that nothing neutralises the acid.

The second assumption concerns the bake. The acid acts as a catalyst, so it is not consumed, and \(h\) stays constant in time. Each protected group has the same chance per unit time of losing its protection. If that chance is proportional to the acid concentration, then

\[
\frac{dM}{dt}=-k\,h\,M .
\]

The minus sign says that protected groups disappear. Because \(h\) is dimensionless, \(k\) has the unit 1/s. The temperature is held fixed, so \(k\) is constant too.

Divide by \(M\) and integrate over the bake, from \(M=1\) at the start:

\[
\int_1^M\frac{dM'}{M'}=-kh\int_0^t dt'
\quad\Longrightarrow\quad
\ln M=-kht .
\]

With \(h=CD\) this becomes

\[
M=e^{-D/D_1},\qquad D_1=\frac{1}{Ckt}.
\]

The dose \(D_1\) is the one at which \(M=1/e\).

Now use the logarithm of dose as the variable. Since \(d\ln D=dD/D\), a derivative with respect to \(\ln D\) is \(D\) times the derivative with respect to \(D\):

\[
\frac{dM}{d\ln D}=D\frac{dM}{dD}=-\frac{D}{D_1}e^{-D/D_1}.
\]

The result is negative, because more dose leaves fewer protected groups. "Steepest" will mean the largest magnitude of this negative slope.

Two limits show why there must be a steepest point. For \(D\ll D_1\), the exponential is close to 1 and the magnitude is about \(D/D_1\), which tends to zero: a given percentage of a very small dose adds very little acid. For \(D\gg D_1\), the exponential suppresses the slope, because hardly any groups are left to remove. Between these limits the function \(ue^{-u}\), with \(u=D/D_1\), has its maximum at \(u=1\). Its value there is \(1/e=0.368\), and the protected fraction there is also \(1/e\).

The two equal numbers are a coincidence of \(n=1\). One is a slope and the other a fraction, and the next case separates them.

### General catalytic order

Let the rate depend on a power of the acid concentration:

\[
\frac{dM}{dt}=-k\,h^n M,\qquad n>0 .
\]

Doubling the acid now multiplies the rate by \(2^n\). The order \(n\) is an empirical exponent and need not be an integer. If the acid were given as an absolute concentration \(H=G_0h\), where \(G_0\) is the initial generator concentration, the rate would be written \(k_cH^nM\). Comparing the two forms gives \(k=k_cG_0^n\), which still has the unit 1/s.

The acid is constant during the bake, so the integration is the same as before:

\[
\ln M=-kt\,h^n=-kt\,(CD)^n .
\]

It is useful to name the positive quantity on the right:

\[
u=kt\,(CD)^n,\qquad M=e^{-u}.
\]

The dose \(D_1\) is again defined by \(u=1\). Setting \(kt(CD_1)^n=1\) and taking the \(n\)th root gives

\[
D_1=\frac{(kt)^{-1/n}}{C},\qquad u=\left(\frac{D}{D_1}\right)^n .
\]

For the slope, take the logarithm of the last relation, \(\ln u=n(\ln D-\ln D_1)\). Differentiating gives

\[
\frac{1}{u}\frac{du}{d\ln D}=n
\quad\Longrightarrow\quad
\frac{du}{d\ln D}=nu .
\]

The chain rule, with \(dM/du=-e^{-u}\), then yields

\[
\frac{dM}{d\ln D}=-n\,u\,e^{-u}.
\]

The factor \(n\) comes from the acid exponent. The factor \(u\) grows with dose, and \(e^{-u}\) is the supply of protected groups that remains.

To find the largest magnitude, differentiate \(ue^{-u}\):

\[
\frac{d}{du}\left(ue^{-u}\right)=e^{-u}-ue^{-u}=(1-u)e^{-u}.
\]

This is positive for \(u<1\) and negative for \(u>1\). The magnitude therefore rises up to \(u=1\) and falls afterwards, so \(u=1\) is the single maximum over all doses. There,

\[
\left|\frac{dM}{d\ln D}\right|_{\max}=\frac{n}{e},
\qquad M=\frac1e,\qquad D=D_1 .
\]

Setting \(n=1\) returns the first case. In the opposite limit of vanishing \(n\), the rate no longer depends on the acid concentration at any fixed positive dose. The curve becomes flat, in agreement with \(n/e\to0\).

### Why the fraction does not depend on n

The protected fraction can be written as

\[
M=\exp\left[-e^{\,n\ln(D/D_1)}\right].
\]

For a given \(D_1\), dose and order enter only through the product \(n\ln(D/D_1)\). Raising \(n\) at fixed \(D_1\) compresses the curve horizontally about \(D_1\) on a logarithmic axis and leaves its vertical values alone. If \(k\), \(t\) and \(C\) are held fixed instead, \(D_1\) moves as well, which only slides the compressed curve sideways. All slopes grow by the same factor, and the steepest point stays at the same height.

The constants \(k\), \(t\) and \(C\) enter only through \(D_1\). They slide the curve along the logarithmic axis without changing its shape. This answers the question about the hotter or longer bake for acid proportional to dose: it changes the required dose, while the largest logarithmic slope remains \(n/e\).

These statements can be tested without the closed formula. The rate equation was integrated in small time steps on a grid of doses, and the resulting curve was differentiated numerically. With \(kt=12\) and \(C=0.03\) cm²/mJ held fixed, the steepest points were:

- \(n=1\): slope 0.368 at 2.78 mJ/cm²
- \(n=1.5\): slope 0.552 at 6.36 mJ/cm²
- \(n=2\): slope 0.736 at 9.62 mJ/cm²
- \(n=3\): slope 1.104 at 14.56 mJ/cm²

In each case \(M=0.368\), and the slope agrees with \(n/e\). The last entry is a test of the mathematics more than a realistic resist. Its acid fraction at the steepest point is \(0.03\times14.56=0.44\), which is too large for acid to remain proportional to dose.

### A resist with numbers

Take rough typical values for a resist exposed at 248 nm: \(n=1.5\), \(C=0.03\) cm²/mJ, \(k=0.2\) 1/s and a bake of 60 s at 383 K. Then \(kt=0.2\times60=12\), and

\[
D_1=\frac{12^{-1/1.5}}{0.03}
=\frac{0.1908}{0.03}=6.36\ \text{mJ/cm}^2 ,
\]

or 63.6 J/m². The numerator is the acid fraction at this dose: 19% of the generator has been converted. The steepest slope is

\[
\frac{1.5}{e}=0.552
\]

per unit of \(\ln D\). One decade is \(\ln10\) units of natural logarithm, so the same slope is \(0.5518\times2.3026=1.271\) per decade.

At half this dose, \(u=(1/2)^{1.5}=0.354\). The protected fraction is \(e^{-0.354}=0.702\), and the magnitude of the slope is \(1.5\times0.3536\times0.7022=0.372\). At twice the dose, \(u=2^{1.5}=2.83\), the fraction is 0.059 and the slope is 0.251. The curve is not symmetric about its steepest point.

The first of these points is the one misread at the beginning. Its slope can still give the right order if the local value of \(M\) is used. Because \(u=-\ln M\), the slope formula is also

\[
\frac{dM}{d\ln D}=nM\ln M .
\]

The right side is negative because \(\ln M<0\). Solving for the order gives

\[
n=\frac{|dM/d\ln D|}{-M\ln M}
=\frac{0.3724}{0.7022\times0.3536}=1.50 .
\]

Two points of the curve also suffice. From \(-\ln M=(D/D_1)^n\), the ratio of the two values of \(-\ln M\) is the dose ratio to the power \(n\). Between half and twice \(D_1\) the dose ratio is 4, so

\[
n=\frac{\ln(2.8284/0.3536)}{\ln4}=1.50 .
\]

Both routes rely on the model, including the proportionality of acid to dose.

### Small dose errors

Near \(D_1\), put \(s=\ln(D/D_1)\), so that \(u=e^{ns}\) and \(du/ds=nu\). The first three derivatives of \(M\) are

\[
\begin{aligned}
M'&=-nue^{-u},\\
M''&=-n^2u(1-u)e^{-u},\\
M'''&=-n^3u(1-3u+u^2)e^{-u}.
\end{aligned}
\]

Each line follows from the one above by differentiating with respect to \(u\) and multiplying by \(nu\). At \(u=1\) they equal \(-n/e\), zero and \(+n^3/e\). The Taylor series is therefore

\[
M=\frac1e\left(1-ns+\frac{n^3s^3}{6}+\cdots\right).
\]

The quadratic term is absent because the slope is stationary at its extreme value. The tangent is thus a good estimate for small errors. For 5% more dose, \(s=\ln1.05=0.04879\), and the tangent predicts a change of \(-0.5518\times0.04879=-0.02692\). The integrated curve gives \(-0.02690\). The cubic term is positive and accounts for the small difference.

The steepest point is therefore also the most sensitive one: of all points on the curve, it is where a given small percentage error in dose changes \(M\) most. In a uniform field that is a disadvantage. At a feature edge, where dose varies with position, the same sensitivity helps to turn a dose gradient into a chemical gradient.

### The same curve on a linear dose axis

The steepest point depends on the horizontal variable. Per unit of dose, the magnitude is

\[
\left|\frac{dM}{dD}\right|
=\frac{n}{D}ue^{-u}
=\frac{n}{D_1}u^{1-1/n}e^{-u},
\]

where \(D=D_1u^{1/n}\) was used. The logarithm of this expression has the derivative \((1-1/n)/u-1\). For \(n>1\) it changes sign once, from positive to negative, at

\[
u=1-\frac1n,\qquad M=e^{-(1-1/n)} .
\]

For \(n=1.5\), \(u=1/3\), and the steepest linear slope lies at \(M=0.717\) and 3.06 mJ/cm². Its magnitude is 0.117 cm²/mJ. At \(D_1\) the linear slope is only \(0.5518/6.36=0.087\) cm²/mJ.

The case \(n=1\) is a useful limit. The maximum then moves to zero dose, as it must for a simple exponential in \(D\). For \(n<1\) the linear slope grows without bound as the dose tends to zero, whereas the logarithmic slope still has its maximum \(n/e\) at \(D_1\).

## Second half: what changes the number

### Results carried over

The protected fraction is \(M\), the dose is \(D\), and \(h\) is the acid concentration relative to the initial photoacid generator. The rate equation is \(dM/dt=-kh^nM\), with bake time \(t\). For constant acid its solution is \(M=e^{-u}\), where \(u=kth^n\). If \(h=CD\), the magnitude of \(dM/d\ln D\) has its maximum \(n/e\) at \(D=D_1=(kt)^{-1/n}/C\), where \(M=1/e\).

The example has \(n=1.5\), \(C=0.03\) cm²/mJ, \(k=0.2\) 1/s and \(t=60\) s. Its steepest slope is 0.552, at 6.36 mJ/cm². These four values stay fixed below except where a change is named. Each assumption is now relaxed in turn.

### Acid that disappears, and a bake that is not isothermal

Suppose that the acid concentration changes during the bake, but by the same factor for every dose. Write it as \(h(t')=h_0\phi(t')\), where \(h_0=CD\) is the initial value and \(\phi\) does not depend on dose. Let the rate constant vary in time as well. Integration gives

\[
-\ln M=h_0^n\int_0^t k(t')\,\phi(t')^n\,dt' .
\]

The integral is a number common to all doses. It replaces \(kt\) in the earlier result, so \(-\ln M\) is still proportional to \(D^n\). The curve moves along the logarithmic dose axis, and both the slope \(n/e\) and the fraction \(1/e\) survive.

First-order loss is an example. If acid disappears at the rate \(r\) per unit time, then \(\phi=e^{-rt'}\). With constant \(k\), the bake time is replaced by an effective time:

\[
t_{\rm eff}=\int_0^t e^{-nrt'}dt'=\frac{1-e^{-nrt}}{nr}.
\]

For \(nrt\ll1\), expanding the exponential gives \(t_{\rm eff}\approx t\), as it should. For a very long bake the effective time approaches \(1/(nr)\), because the catalyst has gone.

With the rough value \(r=0.005\) 1/s, 26% of the acid is lost in 60 s. The exponent is \(nrt=1.5\times0.005\times60=0.45\), and

\[
t_{\rm eff}=\frac{1-e^{-0.45}}{0.0075\ \text{s}^{-1}}=48.3\ \text{s}.
\]

The required dose rises by the factor \((60/48.3)^{1/1.5}\), from 6.36 to 7.35 mJ/cm². Integrating the acid and the protected fraction together gives this dose, and it leaves the slope at 0.552 and the fraction at 0.368.

A different bake temperature acts through \(k\). For an activation energy \(E_a\), with \(R\) the gas constant, raising the temperature from \(T\) to \(T+\Delta T\) changes the rate constant by the factor

\[
\frac{k'}{k}=\exp\left[\frac{E_a}{R}\left(\frac1T-\frac1{T+\Delta T}\right)\right].
\]

For a rough \(E_a=100\) kJ/mol, \(T=383\) K and \(\Delta T=1\) K, the rate constant rises by 8.5%. Since \(D_1\) varies as \(k^{-1/n}\), the dose falls by 5.3%. The slope is again unchanged. This assumes that the order \(n\) itself does not vary with temperature.

The argument fails when the fractional loss depends on dose. Two acid molecules that destroy each other, or a fixed amount of base that removes acid, do not multiply every acid concentration by the same factor. The base is treated below.

When acid is proportional to dose and protected groups react independently, the steepest logarithmic slope is \(n/e\) at \(M=1/e\), and acid loss by the same factor at every dose or a changed bake only shifts the required dose, provided \(n\) itself stays the same. What remains is to see how this result changes with a different order in the protected groups, generator saturation, a quencher and a dose that varies through the film.
